Hydrogen dipole oscillator strengths and bounds on the mean excitation energy

Examination question: the mean excitation energy of atomic hydrogen

Setting. A hydrogen atom is in its ground state. Except in part (g) the nucleus is an infinitely heavy point charge, and relativity and spin are ignored throughout. In atomic units H = −½∇² − 1/r, ψ₀ = e^{−r}/√π and the ground-state energy is −½. A state ν at excitation energy ω has the dipole oscillator strength f = 2ω|⟨ν|z|ψ₀⟩|². The mean excitation energy I, the atomic energy in the logarithm of the Bethe stopping formula, is defined for any energy unit E_u by

ln(I/E_u) · S(0) = Σ_n f_n ln(ω_n/E_u) + ∫₀^∞ dε (df/dε) ln(ω/E_u),

where n labels bound levels, ε = k²/2 is the energy of the freed electron, and S(p) = Σ f ω^p runs over both. The Beta integral B(p,q) = Γ(p)Γ(q)/Γ(p+q) and Γ(z)Γ(1−z) = π/sin πz may be used.

(a) Reduce f to one radial integral. Find S(0), S(−1), S(1) and bounds on I.
(b) Derive f_n in closed form.
(c) Derive df/dε in closed form.
(d) Examine the threshold and the high-energy limit.
(e) In what sense can the discrete and continuum parts be reported separately? Evaluate the discrete part.
(f) Evaluate the continuum part and I.
(g) Find the effect of the finite proton mass, and state the limits of the result.

Model answers

The numbers come from the numerical check, which also carries out the tests mentioned.

(a) Since ∇²(zψ) = z∇²ψ + 2∂_zψ and the potential commutes with z, [H,z] = −∂_z. Between eigenstates ⟨ν|[H,z]|ψ₀⟩ = ω⟨ν|z|ψ₀⟩, so

ω⟨ν|z|ψ₀⟩ = −⟨ν|∂_z|ψ₀⟩,  f = (2/ω)|⟨ν|∂_z|ψ₀⟩|².

Let ϑ be the polar angle. As ∂r/∂z = cosϑ, ∂_zψ₀ = −cosϑ ψ₀. With ψ₀ = 2e^{−r}Y₀₀, Y₀₀ = 1/√(4π) and Y₁₀ = √(3/4π) cosϑ, this is −2e^{−r}Y₁₀/√3. Only states R(r)Y₁₀ contribute, and

f = 2D²/(3ω),  D = ∫₀^∞ R(r) 2e^{−r} r² dr.   (1)

The sum rules follow from completeness. The ground state may be added to each sum, because ⟨ψ₀|z|ψ₀⟩ and ⟨ψ₀|∂_z|ψ₀⟩ vanish by parity. Then, integrating by parts in the first line,

S(0) = −2⟨ψ₀|z∂_z|ψ₀⟩ = −∫ z ∂_z(ψ₀²) d³r = 1,
S(−1) = 2⟨z²⟩ = (2/3)⟨r²⟩ = (2/3)·4·4!/2⁵ = 2,
S(1) = 2∫(∂_zψ₀)² d³r = 2⟨cos²ϑ⟩ = 2/3.

All ω are positive, so f is a probability distribution and ln I is the mean of ln ω. For x > 0, ln x ≤ x − 1, with equality only at x = 1. Averaging with x = ω/S(1) gives ln(I/S(1)) < 1 − 1 = 0. Averaging with x = 1/(ωS(−1)) gives −ln(I S(−1)) < 0. Hence ½ < I < ⅔ hartree:

13.61 eV < I < 18.14 eV.

The lower bound equals the ionisation energy, 1 Ry = ½ hartree = 13.605693 eV, so I lies in the continuum.

(b) For l = 1 and energy −κ²/2, u = rR obeys u″ = (2/r² − 2/r + κ²)u. Put u = r²e^{−κr}w. Then

u″ = e^{−κr}[(2 − 4κr + κ²r²)w + (4r − 2κr²)w′ + r²w″],

while the right side is e^{−κr}(2 − 2r + κ²r²)w. Subtracting and dividing by r gives r w″ + (4 − 2κr)w′ − (4κ − 2)w = 0. With x = 2κr and division by 2κ,

x w_xx + (4 − x)w_x − a w = 0,  a = 2 − 1/κ.

A power series Σc_m x^m requires c_{m+1} = c_m(m+a)/[(m+1)(m+4)]. With c₀ = 1 and (a)_m = a(a+1)…(a+m−1), the regular solution is

M(a,4,x) = Σ_m (a)_m x^m/[(4)_m m!].

If the series does not stop, c_{m+1}/c_m → 1/m, M grows like eˣ times a power, and u is not normalisable for real κ > 0. It stops when a = 2 − n, n = 2, 3, …, so κ = 1/n, ω_n = (1 − 1/n²)/2 and R = N_n r e^{−r/n}M(2−n,4,2r/n).

Equation (1) needs ∫r³e^{−sr}M(a,4,cr)dr with s = (n+1)/n, c = 2/n. Termwise ∫r^{m+3}e^{−sr}dr = (m+3)!/s^{m+4}, and (4)_m = (m+3)!/6 cancels the factorial, leaving a finite binomial series:

∫₀^∞ r³e^{−sr}M(a,4,cr)dr = 6s^{−4} Σ_m (a)_m (c/s)^m/m! = 6s^{−4}(1 − c/s)^{−a}.   (2)

Here 1 − c/s = (n−1)/(n+1), so D = 12N_n [n/(n+1)]⁴ [(n−1)/(n+1)]^{n−2}.

For the norm let j = n − 2, let C denote a binomial coefficient, and put L_j(x) = C(j+3,j)M(−j,4,x). Using (−j)_m = (−1)^m j!/(j−m)!, the coefficient of x^m in L_j is (−1)^m C(j+3,j−m)/m!. The same coefficient multiplies x^m t^j in

(1−t)^{−4}exp[−xt/(1−t)] = Σ_m (−x)^m t^m (1−t)^{−m−4}/m!,

because t^{j−m} has coefficient C(j+3,j−m) in (1−t)^{−m−4}. So this function equals Σ_j L_j t^j. Multiply two copies, in t and v, by x⁴e^{−x}. The exponent is −x[1 + t/(1−t) + v/(1−v)] = −x(1−tv)/[(1−t)(1−v)], and ∫x⁴e^{−βx}dx = 24/β⁵ gives

Σ_{i,j} t^i v^j ∫x⁴e^{−x}L_iL_j dx = 24(1 + tv − t − v)/(1−tv)⁵.

The coefficient of (tv)^j is 24[C(j+4,4) + C(j+3,4)] = (j+3)(j+2)(j+1)(2j+4) = (n+1)n(n−1)·2n. Dividing by C(j+3,j)² = [(n+1)n(n−1)/6]² gives ∫x⁴e^{−x}M²dx = 72/(n²−1). With r = nx/2, 1 = ∫R²r²dr = N_n²(n/2)⁵·72/(n²−1), so

N_n² = 4(n²−1)/(9n⁵).

In (1), 2/(3ω_n) = 4n²/[3(n²−1)]. The factors n² − 1 cancel, (4/3)·144·(4/9) = 256/3, and the powers of n give n²·n⁸/n⁵ = n⁵:

f_n = 2⁸n⁵(n−1)^{2n−4}/[3(n+1)^{2n+4}].   (3)

For n = 2, f₂ = 2¹³/3⁹ = 0.4162, corresponding to |⟨2p₀|z|1s⟩| = 0.39420 Å. The program asserts exact rational equality of (3) with the length and velocity integrals for six values of n between 2 and 12.

(c) For energy k²/2 put κ = ik. Then a = 2 + i/k, 4 − a = a*, and u = N_k r²e^{−ikr}M(a,4,2ikr). This is real for real N_k, being the unique solution of a real equation with u/r² → N_k at the origin.

The series in (2) now has |c/s| = 2k/√(1+k²) and need not converge, so use

M(a,4,x) = [6/|Γ(a)|²] ∫₀¹ e^{xt} t^{a−1}(1−t)^{3−a}dt.   (4)

To prove (4), expand e^{xt}; the m-th Beta integral is Γ(a+m)Γ(4−a)/Γ(4+m) = Γ(a)Γ(a*)(a)_m/[6(4)_m]. It converges since Re a = Re(4−a) = 2.

The dipole integral. Now s = 1 + ik = |s|e^{iθ}, θ = arctan k, c = 2ik and s − c = s*. Since Re(s − ct) = 1, the r integral is 6(s − ct)^{−4}. In the remaining t integral J put t = τ/(1+τ), so that 1 − t = 1/(1+τ), dt = dτ/(1+τ)² and s − ct = (s + s*τ)/(1+τ). The powers of 1+τ add to −(a−1) − (3−a) + 4 − 2 = 0. Then τ = σe^{2iθ} gives

J = ∫₀^∞ τ^{a−1}(s + s*τ)^{−4}dτ = s^{−4}e^{2iθa}∫σ^{a−1}(1+σ)^{−4}dσ,

with σ on the ray arg σ = −2θ. The ray can be turned onto the positive axis: the pole σ = −1 is not crossed as 2θ < π, and the arcs contribute |σ|² at zero and |σ|^{−2} at infinity. The integral is then B(a,4−a) = |Γ(a)|²/6, by σ = t/(1−t), which cancels the prefactor in (4). Since s^{−4}e^{2iθa} = |s|^{−4}e^{−4iθ}e^{4iθ}e^{−2θ/k},

D = 12N_k(1+k²)^{−2}e^{−2θ/k}.

The amplitude at large r. In ∫₀¹ e^{ikr(2t−1)}t^{a−1}(1−t)^{a*−1}dt the exponential decays for Im t > 0, so the path can be moved to run from 0 up to i∞ and from 1 + i∞ down to 1. On the first leg t = iσ/(2kr) and, to leading order in 1/r, 1 − t → 1; the leg gives e^{−ikr}(i/2kr)^aΓ(a). On the second, 1 − t = −iσ/(2kr), and the downward direction turns dt into −i dσ/(2kr); the leg gives e^{ikr}(−i/2kr)^{a*}Γ(a*), the complex conjugate. With i^a = e^{iπa/2} = −e^{−π/2k} and (2kr)^{−a} = (2kr)^{−2}e^{−(i/k)ln 2kr},

u → −B cos[kr + (ln 2kr)/k − arg Γ(a)],
B = N_k r²·6·2e^{−π/2k}/[|Γ(a)|·4k²r²] = 3N_k e^{−π/2k}/(k²|Γ(a)|).

The normalisation. Confine the atom to a sphere of radius ρ. The phase at ρ advances by π per level, so the levels per unit k number ρ/π and per unit ε number ρ/(πk); the logarithmic phase changes this by a fraction of order (ln ρ)/ρ → 0. The norm of u tends to B²ρ/2. Therefore df/dε = [2D²/(3ω)]·[2/(B²ρ)]·ρ/(πk), which equals 2D²/(3ω) when B² = 2/(πk).

With y = 1/k, Γ(2+iy) = (1+iy)(iy)Γ(iy). The reflection formula gives Γ(iy)Γ(1−iy) = π/(i sinh πy), and Γ(1−iy) = −iyΓ(−iy), so |Γ(iy)|² = π/(y sinh πy) and |Γ(a)|² = (1+y²)πy/sinh πy. Using e^{πy}/sinh πy = 2/(1 − e^{−2πy}),

N_k² = (2/πk)k⁴e^{π/k}|Γ(a)|²/9 = (2k³/9π)(1 + 1/k²)(π/k)·2/(1 − e^{−2π/k}) = 4(1+k²)/[9(1 − e^{−2π/k})].

With ω = (1+k²)/2, 2/(3ω) = 4/[3(1+k²)] cancels the factor 1+k² of N_k², and the constant is again 256/3:

df/dε = (2⁸/3)(1+k²)^{−4}e^{−4 arctan(k)/k}/(1 − e^{−2π/k}).   (5)

The program integrates the radial equation numerically at k = 0.3, 1 and 3 and reads the amplitude from a WKB form at large r. It asserts N_k² and (5), the latter through the length integral, to 10⁻⁵ relative, and D/N_k to 10⁻⁷ relative.

(d) In (3), (n−1)^{2n−4}/(n+1)^{2n+4} = (n²−1)^{−4}[(n−1)/(n+1)]^{2n} and ln[(n−1)/(n+1)] = −2 artanh(1/n), so

n³f_n = (2⁸/3)(1 − 1/n²)^{−4}e^{−4n artanh(1/n)}.

Since n artanh(1/n) = 1 + 1/(3n²) + …, the corrections are 4/n² − 4/(3n²), and n³f_n = A[1 + 8/(3n²) + …] with A = 2⁸e^{−4}/3 = 1.562935. In (5), arctan(k)/k = 1 − k²/3 + … and e^{−2π/k} vanishes faster than any power, so df/dε = A[1 − 4k² + 4k²/3 + …] = A[1 − 8k²/3 + …]. The levels ε_n = −1/(2n²) have spacing dε/dn = 1/n³, so n³f_n is the strength per unit energy below threshold. Both expansions read A(1 − 16ε/3): value and slope join at threshold, where the density is 0.057437 per eV.

For k → ∞ the exponential in the numerator tends to 1 and the denominator to 2π/k, so df/dε → 128/(3πk⁷) ∝ ε^{−7/2}. Thus S(p) converges for p < 5/2, and the logarithmic integral converges. The program asserts both 8/3 coefficients and this limit.

(e) Let S_d, S_c be the partial strengths and L_d, L_c the partial logarithmic sums with E_u = 1 Ry, so that ω/Ry = 2ω is 1 − 1/n² or 1 + k². Because ln(ω/E_u) = ln(ω/Ry) + ln(Ry/E_u), a part x = d or c becomes L_x + S_x ln(Ry/E_u) in another unit. The parts, even their signs, depend on the unit and must be quoted with it. The Rydberg puts the zero of the logarithm at threshold, so L_d < 0 < L_c. The partial means I_x = Ry·exp(L_x/S_x) do not depend on the unit, and S_d + S_c = 1 gives I = Ry·e^{L_d+L_c} = I_d^{S_d}I_c^{S_c}.

From (3):

n   ω_n (eV)   f_n   f_n ln(1 − 1/n²)
2   10.2043   0.4161967   −0.1197323
3   12.0939   0.0791016   −0.0093168
4   12.7553   0.0289910   −0.0018710
5   13.0615   0.0139383   −0.0005690
6   13.2278   0.0077995   −0.0002197
7   13.3280   0.0048140   −0.0000993
8   13.3931   0.0031834   −0.0000501
9   13.4377   0.0022161   −0.0000275
10  13.4696   0.0016054   −0.0000161

For example 0.4161967 × (−0.287682) = −0.1197323. The unrounded columns add to 0.5578460 and −0.1319020.

For n > 10, Taylor expansion gives ∫G dn over (n−½, n+½) = G(n) + G″(n)/24 + …. Summing, with K = 10.5 and ΣG″ ≈ −G′(K), gives Σ_{n>10}G ≈ ∫_K^∞ G dn + G′(K)/24. For G = A(n^{−3} + (8/3)n^{−5}), to order K^{−4},

tail of S_d = A[1/(2K²) + (2/3 − 1/8)/K⁴] = 1.562935 × [1/220.5 + 13/(24 × 12155.06)] = 0.0071578.

For the logarithm, ln(1 − 1/n²) = −n^{−2}[1 + 1/(2n²) + …], so G = −An^{−5}[1 + 19/(6n²) + …] and the leading tail is −A/(4K⁴) = −0.0000321. Hence S_d ≈ 0.5650038 and L_d ≈ −0.1319341. The converged sums are

S_d = 0.565004,  L_d = −0.131934.

The converged L_d, −0.13193448, lies about 4×10⁻⁷ below the hand value, as the next term predicts: −A(19/36 − 5/24)/K⁶ = −23A/(72K⁶) ≈ −4×10⁻⁷. The 2p line supplies 0.1197/0.1319, about 91 %, of L_d, having both the largest strength and the logarithm farthest from zero. With L_d/S_d = −0.233511, I_d = 10.77 eV, between the lowest line and the threshold as a mean over these lines must be.

(f) Put k = tanθ. Then 1 + k² = 1/cos²θ and dε = k dk = (sinθ/cos³θ)dθ, so

S_c = ∫₀^{π/2} g dθ,  L_c = ∫₀^{π/2} g·(−2 ln cosθ)dθ,
g = (2⁸/3) sinθ cos⁵θ e^{−4θ cotθ}/(1 − e^{−2π cotθ}).

Both integrands vanish at the ends: g ≈ Aθ near 0, and with η = π/2 − θ, g ≈ (256/3)η⁵/(2πη) = 128η⁴/(3π). At 45°, g = (32/3)e^{−π}/(1 − e^{−2π}) = 0.461811, multiplied by ln 2 in L_c.

θ (deg)   ω (eV)   g (1/rad)   −2g ln cosθ (1/rad)
7.5   13.84   0.199947   0.003436
15.0   14.58   0.372843   0.025852
22.5   15.94   0.495550   0.078469
30.0   18.14   0.552464   0.158934
37.5   21.62   0.538615   0.249364
45.0   27.21   0.461811   0.320103
52.5   36.71   0.342708   0.340192
60.0   54.42   0.211301   0.292925
67.5   92.91   0.099230   0.190631
75.0   203.1   0.028904   0.078135
82.5   798.6   0.002669   0.010867

Simpson's rule with step h = π/24 = 0.1308997 rad weights the odd rows (7.5°, 22.5°, …) by 4h/3 and the even rows by 2h/3:

S_c ≈ (0.1308997/3)(4 × 1.678719 + 2 × 1.627323) = 0.43500,
L_c ≈ (0.1308997/3)(4 × 0.872959 + 2 × 0.875949) = 0.228801.

Converged quadrature gives

S_c = 0.434996,  L_c = 0.228916,  L_c/S_c = 0.526249,  I_c = 23.03 eV.

The twelve-interval rule is much worse for L_c than for S_c: it is low by 0.000115, or 5×10⁻⁴ of L_c, against an excess below 0.00001 in S_c. The hand total L = −0.131934 + 0.228801 = 0.096867 gives 14.9896 eV, which is 0.0017 eV low. With 192 intervals the program asserts agreement with the converged S_c and L_c to 10⁻⁷.

With the converged parts,

L = −0.131934 + 0.228916 = 0.096982,
I = 1.101840 Ry = 1.101840 × 13.605693 eV = 14.9913 eV,

so I = 14.99 eV (0.5509 hartree), inside the bounds of (a). With the electronvolt as unit, ln(Ry/eV) = 2.610488 and the parts become −0.131934 + 0.565004 × 2.610488 = 1.343002 and 0.228916 + 0.434996 × 2.610488 = 1.364468. Both are now positive, and their sum 2.707470 is ln(I/eV). The continuum holds the smaller share of the strength, 43.5 %, but its mean logarithm in Rydberg units, 0.526, is more than twice the size of the discrete one, −0.234, and this makes L positive.

Two tests bear on the totals. The sums of (3) and (5) reproduce S(−1), S(0), S(1) of (a) and S(2) = 2⟨∂_zψ₀|H + ½|∂_zψ₀⟩ = 1.33333333 to 10⁻¹⁰. Diagonalising H among the 400 functions x²e^{−x/2}L_j(x), x = 2r, which uses neither (3) nor (5), gives L = 0.09698181, asserted equal to the direct value within 10⁻⁸. Sorting these states by the sign of their energy gives L_d = −0.131934, L_c = 0.228916 and S_d = 0.5651. The last is coarser for a reason: the basis has a level gap of 0.0081 eV at threshold, holding a strength of about 0.057437 × 0.0081 ≈ 0.0005 that cannot be assigned to either side. In L_d and L_c this strength is multiplied by ln(ω/Ry), itself of first order in the gap, so the ambiguity is of second order. The program's tolerances are set by these two orders.

(g) For a proton of finite mass the relative coordinate obeys H = −∇²/(2μ) − 1/r, with μ the reduced mass in electron masses, and the atom's dipole moment is proportional to that coordinate. Setting r = r′/μ gives H = μ(−½∇′² − 1/r′). Every ω is multiplied by μ and every |⟨ν|z|0⟩|² by 1/μ², so the strengths 2μω|⟨ν|z|0⟩|² are those found above and sum to 1. Then ln I gains ln μ:

I = 0.99945568 × 14.9913 eV = 14.9831 eV ≈ 14.98 eV.

The program confirms this scaling to 10⁻⁸ relative by diagonalising in the same, unscaled basis. The value 14.99 eV therefore belongs to the infinitely heavy nucleus, and the proton mass changes its last figure. The substitution r = r′/Z likewise turns −½∇² − Z/r into Z² times the hydrogen operator, so in this model a one-electron ion has I larger by the factor Z².

Relativistic corrections were not computed. They are expected at relative order α², roughly 5×10⁻⁵, that is, below about 10⁻³ eV in I, so the last decimals of 14.9831 eV describe the model and not the atom. Equation (5) fails where k approaches 1/α, but the strength above a given k falls as ∫k^{−7}k dk ∝ k^{−5}. The result is for a free atom in the dipole limit and does not apply to H₂ or to a condensed phase, whose spectra differ. For an excited initial state that z couples to a lower level, as it couples 2p₀ to 1s, some ω are negative, so ln ω is undefined for those terms, f is not a probability distribution, and neither the definition as written nor the argument for the bounds of (a) carries over. The 2s state is excited but not of this kind: z connects it only to np₀ states, of which 2p₀ has ω = 0 and f = 0 in this model and the rest lie higher. With 2p₀ left out of the sums, the definition and the argument for the bounds carry over, giving 1/S(−1) < I < S(1) in hartree with the sums S(p) of the 2s state, not the numerical bounds of (a). Since ⟨2p₀|z|2s⟩ does not vanish, S(−1) is not the closure value 2⟨z²⟩ = 28 but 2⟨z²⟩ − 2|⟨2p₀|z|2s⟩|² = 28 − 18 = 10.

Calculated quantities

```
Ry = 13.605693 eV, ln(Ry/eV) = 2.610488, mu/m_e = 0.99945568
<2p0|z|1s> = 0.39420 angstrom, <r^2> = 0.84009 angstrom^2
A = lim n^3 f_n = 1.562935; df/dE at threshold = 0.057437 1/eV
n, w_n (eV), f_n, ln(w_n/Ry), f_n ln(w_n/Ry)
 2  10.2043 0.4161967 -0.287682 -0.1197323
 3  12.0939 0.0791016 -0.117783 -0.0093168
 4  12.7553 0.0289910 -0.064539 -0.0018710
 5  13.0615 0.0139383 -0.040822 -0.0005690
 6  13.2278 0.0077995 -0.028171 -0.0002197
 7  13.3280 0.0048140 -0.020619 -0.0000993
 8  13.3931 0.0031834 -0.015748 -0.0000501
 9  13.4377 0.0022161 -0.012423 -0.0000275
10  13.4696 0.0016054 -0.010050 -0.0000161
n<=10: sum f = 0.5578460, sum f ln = -0.1319020
tail n>10 (M = 10.5): S 0.0071578, L -0.0000321
hand totals: S_d = 0.5650038, L_d = -0.1319341
Simpson step = 0.130900 rad
theta (deg), w (eV), g (1/rad), -2 ln(cos) g (1/rad); both zero at 0 and 90
  7.5   13.842 0.199947 0.003436
 15.0   14.583 0.372843 0.025852
 22.5   15.940 0.495550 0.078469
 30.0   18.141 0.552464 0.158934
 37.5   21.617 0.538615 0.249364
 45.0   27.211 0.461811 0.320103
 52.5   36.714 0.342708 0.340192
 60.0   54.423 0.211301 0.292925
 67.5   92.905 0.099230 0.190631
 75.0  203.109 0.028904 0.078135
 82.5  798.593 0.002669 0.010867
Simpson 12: S_c = 0.435002, L_c = 0.228801
hand result: L = 0.096867, I = 14.9896 eV
converged S_d = 0.56500415, S_c = 0.43499585, sum = 1.00000000
converged L_d = -0.13193448, L_c = 0.22891629, L = 0.09698181 (unit Ry)
parts with unit eV: 1.343002 + 1.364468 = 2.707470
L_d/S_d = -0.233511, I_d = 10.7723 eV
L_c/S_c = 0.526249, I_c = 23.0286 eV
I = 14.9913 eV = 1.101840 Ry = 0.550920 hartree
I with reduced mass = 14.9831 eV
S(p) in a.u.: S(-1) = 2.00000000, S(0) = 1.00000000, S(1) = 0.66666667, S(2) = 1.33333333
Jensen bounds: 13.6057 eV < I < 18.1409 eV
400 Sturmians: L = 0.09698181, I = 14.9913 eV
400 Sturmians: L_d = -0.131934, L_c = 0.228916, S_d = 0.5651
400 Sturmians: level spacing at threshold = 0.0081 eV
```
